# Noise-averaging volume of a hemispherical contact with uncorrelated resistivity noise

## The problem

A hemispherical metal contact of radius $a$ is sunk into the flat, insulated surface of a conducting half-space. The contact is equipotential, the mean resistivity $\rho$ is uniform, and the return electrode is very far away. A total current $I$ enters through the contact and spreads radially, so that at distance $r$ from the centre the mean current density is

$$J(r)=\frac{I}{2\pi r^2},\qquad r\ge a .$$

The resistivity fluctuates slowly by a small amount $\delta\rho(\mathbf r,t)$, with no correlation between different points:

$$S_{\delta\rho}(\mathbf r,\mathbf r';f)=\rho^2 s(f)\,\delta^3(\mathbf r-\mathbf r').$$

Here $S$ is a one-sided spectral density, so integrating it over positive frequencies gives a variance. The strength $s$ has units of volume per frequency. "Slowly" means that the current distribution follows the resistivity without delay.

In a block of volume $\Omega$ with uniform current density, the resistance responds to the volume average of $\delta\rho/\rho$, whose spectral density is $s/\Omega$. For any other shape, an effective noise-averaging volume is defined by

$$\frac{S_R}{R^2}=\frac{s}{V_{\rm eff}} .$$

Find $V_{\rm eff}$ for the hemispherical contact, counting the half-space but not the contact metal.

## A tempting solution

The resistance between $a$ and $r$ is the sum of thin hemispherical shells in series:

$$R(a,r)=\int_a^r\frac{\rho\,dr'}{2\pi r'^2}
=\frac{\rho}{2\pi}\left(\frac1a-\frac1r\right).$$

As $r\to\infty$ this tends to $R=\rho/(2\pi a)$, and half of that value is reached at $r=2a$. It seems natural to say that the contact "senses" the material out to $2a$, and to average the noise over that region:

$$V_{\rm wrong}=\frac{2\pi}{3}\left[(2a)^3-a^3\right]=\frac{14\pi}{3}a^3\approx14.7\,a^3 .$$

## Where it fails

The argument treats the region $a<r<2a$ as a uniformly loaded block, and it treats the rest of the half-space as absent. Neither is true. The current density falls by a factor of four across the region, so its inner part matters far more than its outer part. The material beyond $2a$ supplies half the resistance, which enters the denominator $R^2$ even if that material adds little noise.

To see how much each fault costs, one needs the weight with which a local fluctuation changes the resistance.

## The right weight

Place the return electrode at a finite distance for the moment, at zero potential. Let $\mathbf J_0$ and $\mathbf E_0=\rho\mathbf J_0$ be the unperturbed fields, with contact voltage $V_0$. Let $\mathbf J$ and $\mathbf E=(\rho+\delta\rho)\mathbf J=-\nabla\phi$ be the fields in the presence of $\delta\rho$, with contact voltage $V$ and the same total current $I$.

Since $\nabla\cdot\mathbf J_0=0$,

$$\int \mathbf J_0\cdot\mathbf E\,dV
=-\int\nabla\cdot(\phi\mathbf J_0)\,dV
=-\oint\phi\,\mathbf J_0\cdot d\mathbf A=IV .$$

The insulated surface contributes nothing because no current crosses it, and the return electrode contributes nothing because $\phi=0$ there. At the contact, the outward normal of the conductor points into the contact metal, so the flux of $\mathbf J_0$ is $-I$. This cancels the minus sign. Exchanging the roles of the two solutions gives

$$\int\mathbf J\cdot\mathbf E_0\,dV=IV_0 .$$

Subtract the second relation from the first. The terms $\rho\,\mathbf J_0\cdot\mathbf J$ cancel, leaving

$$I(V-V_0)=\int\delta\rho\;\mathbf J_0\cdot\mathbf J\,dV .$$

Dividing by $I^2$ gives $\delta R$. The difference $\mathbf J-\mathbf J_0$ is itself of first order in $\delta\rho$, so replacing $\mathbf J$ by $\mathbf J_0$ makes an error of second order:

$$\delta R=\int\delta\rho(\mathbf r)\left(\frac{J_0}{I}\right)^2dV+O(\delta\rho^2).$$

The fluctuation may depend on angle and may bend the current lines. The bending does not affect the first-order result, so a radial mean current is sufficient.

From here on $J$ denotes the mean current density. The spectral density of $\delta R$ contains the weight twice, and the delta function removes one of the two integrals:

$$S_R=\iint\frac{J^2(\mathbf r)}{I^2}\frac{J^2(\mathbf r')}{I^2}\,
\rho^2s\,\delta^3(\mathbf r-\mathbf r')\,dV\,dV'
=\rho^2s\int\frac{J^4}{I^4}\,dV .$$

The mean resistance follows from the dissipated power, $I^2R=\int\rho J^2dV$. Therefore

$$V_{\rm eff}=\frac{R^2s}{S_R}
=\frac{\left(\int J^2\,dV\right)^2}{\int J^4\,dV}.$$

A uniform current density in a volume $\Omega$ gives $V_{\rm eff}=\Omega$, as it should. For a nonuniform one, the Cauchy–Schwarz inequality $(\int J^2\cdot1\,dV)^2\le\int J^4dV\int1\,dV$ shows that $V_{\rm eff}$ cannot exceed the volume carrying the current. Crowding reduces the averaging.

## The hemisphere

Use $dV=2\pi r^2dr$. The two integrals are

$$\int\frac{J^2}{I^2}\,dV=\int_a^\infty\frac{2\pi r^2}{(2\pi r^2)^2}\,dr
=\frac1{2\pi}\int_a^\infty\frac{dr}{r^2}=\frac1{2\pi a},$$

$$\int\frac{J^4}{I^4}\,dV=\int_a^\infty\frac{2\pi r^2}{(2\pi r^2)^4}\,dr
=\frac1{(2\pi)^3}\int_a^\infty\frac{dr}{r^6}
=\frac1{5(2\pi)^3a^5}.$$

Their combination is

$$V_{\rm eff}=\frac{1}{(2\pi a)^2}\;5(2\pi)^3a^5
=5(2\pi)a^3=\boxed{10\pi a^3}\approx31.4\,a^3 .$$

If an identical, independently fluctuating half-space lies on the other side of the contact and carries the same current in series, both $R$ and $S_R$ double. The ratio $S_R/R^2$ is then halved, and the averaging volume becomes $20\pi a^3$.

## A finite return electrode, and the cost of each fault

With a concentric hemispherical return electrode at $r=b$, the upper limits of the integrals change:

$$\int_a^b\frac{dr}{r^2}=\frac1a\left(1-\frac ab\right),\qquad
\int_a^b\frac{dr}{r^6}=\frac1{5a^5}\left(1-\frac{a^5}{b^5}\right),$$

so that

$$V_{\rm eff}(b)=10\pi a^3\,\frac{(1-a/b)^2}{1-(a/b)^5}.$$

For $b\to\infty$ the previous result returns. For a thin shell, $b=a+d$ with $d\ll a$, the numerator tends to $(d/a)^2$ and the denominator to $5d/a$. Then $V_{\rm eff}\to2\pi a^2d$, the volume of the shell, because the current density is nearly uniform inside it.

This formula was tested with a conduction network in which the current was free to bend. The network had 60 radial by 6 angular cells and $b=5a$. Changing each cell's resistivity $\rho_i$ in turn gave its relative response $w_i=\partial\ln R/\partial\ln\rho_i$. With cell volumes $\Omega_i$, the sum $1/V_{\rm eff}=\sum_iw_i^2/\Omega_i$ gave $V_{\rm eff}=20.13\,a^3$, against $20.11\,a^3$ from the formula. The small excess has the expected sign: replacing the weight by its average inside each cell lowers the integral of its square. When the resistivity change of one cell was doubled from 2% to 4%, the departure from linear response grew by a factor of 3.99, as a second-order error should.

Now set $b=2a$. The region used in the tempting solution has, taken alone,

$$V_{\rm eff}(2a)=10\pi a^3\,\frac{1/4}{31/32}=\frac{80\pi}{31}a^3\approx8.1\,a^3 .$$

Treating it as uniformly loaded gave $14.7\,a^3$, too large by a factor of 1.81. Restoring the outer material doubles $R$, which multiplies $V_{\rm eff}$ by 4, and raises $S_R$ by $32/31$, which divides it by that factor. Ignoring the outer material therefore made the volume too small by a factor of 3.88. The faults partly cancel, and the tempting result is $14/30$ of the correct one. It overstates $S_R/R^2$ by a factor of 2.1.

The noise also comes from a different place than the resistance. The fraction of $S_R$ arising inside radius $r$ is

$$\frac{\int_a^r r'^{-6}dr'}{\int_a^\infty r'^{-6}dr'}=1-\left(\frac ar\right)^5 ,$$

which reaches one half at $r=2^{1/5}a\approx1.15a$. The averaging volume is large because most of the resistance is spread over quiet outer material, although most of the noise is made close to the contact.

## Numbers for a TiN electrode

Consider a conducting filament or small plug that meets a thick TiN electrode over a radius of 20 nm. Take rough round values for a metallic film: $\rho=100\ \mu\Omega\,$cm and carrier density $n=5\times10^{22}$ cm$^{-3}$, at 300 K. The spreading resistance is

$$R=\frac{10^{-4}\ \Omega\,{\rm cm}}{2\pi(2\times10^{-6}\ {\rm cm})}=7.96\ \Omega,$$

and the averaging volume is

$$V_{\rm eff}=10\pi(20\ {\rm nm})^3=2.51\times10^5\ {\rm nm^3}
=2.51\times10^{-16}\ {\rm cm^3}.$$

It contains $N=nV_{\rm eff}=1.26\times10^7$ carriers.

For the noise strength, use the empirical Hooge form. A uniform block with $n\Omega$ carriers has $S_R/R^2=\alpha/(n\Omega f)$, so $s=\alpha/(nf)$. With an assumed $\alpha=10^{-3}$, the contact has at 1 Hz

$$\frac{S_R}{R^2}=\frac{\alpha}{Nf}
=\frac{10^{-3}}{1.26\times10^7\times1\ {\rm Hz}}
=8.0\times10^{-11}\ {\rm Hz^{-1}} .$$

Between 0.1 and 10 Hz the integral of $df/f$ is $\ln100=4.61$. The relative rms fluctuation is $\sqrt{8.0\times10^{-11}\times4.61}=1.9\times10^{-5}$, or about $1.5\times10^{-4}\ \Omega$.

A read current of 50 µA drops 0.398 mV across the spreading region. The flicker voltage noise at 1 Hz is then $1.26\times10^{-17}$ V²/Hz, while the thermal noise $4k_BTR$ is $1.32\times10^{-19}$ V²/Hz. Since the first falls as $1/f$, they are equal at roughly 100 Hz. Above that frequency thermal noise is the larger of the two. This compares the two noises of the spreading region only. A whole cell of 2000 Ω at 300 K has thermal noise $3.3\times10^{-17}$ V²/Hz, which exceeds the electrode's flicker noise above about 0.4 Hz.

## What the model leaves out

Half the noise arises within 3 nm of this contact, so the result is sensitive to what happens there. The factors below multiply $S_R/R^2$. Each is estimated separately, and they should not be multiplied into a prediction.

**Contact shape.** Near the edge of a flat equipotential disc, let $d$ be the distance from the edge and $\psi$ the angle measured from the insulated surface. The potential relative to the contact varies as $d^{1/2}\cos(\psi/2)$, which vanishes on the metal ($\psi=\pi$) and has no normal gradient on the insulator ($\psi=0$). Hence $J\propto d^{-1/2}$. With a volume element proportional to $d\,\mathrm d d$, the integral of $J^4$ behaves as $\int \mathrm d d/d$ and diverges logarithmically. For strictly uncorrelated noise, the averaging volume of a flat disc therefore shrinks to zero. Cutting the integral off sharply one mean free path $\ell$ from the edge gives roughly $10\,a^3$, and a noise factor of about 3 at equal radius. The number depends on this arbitrary choice: a cutoff at $\ell/2$ or $2\ell$ gives a factor of 4.2 or 2.2, and a Gaussian correlation of width $\ell$ in place of the sharp cutoff gives 3.9.

**Return electrode.** Placing it at 200 nm lowers $R$ by 10% and hardly changes $S_R$. The factor is $1/0.9^2\approx1.23$.

**Ballistic resistance.** The free-electron relation $\rho\ell=\hbar k_F/(ne^2)$ gives a mean free path $\ell=0.94$ nm. This treats TiN as a single free-electron sphere, whereas its carriers occupy Ti d bands. Dividing the same carriers among three equal pockets would give 0.65 nm, so $\ell$ should be read as of order 1 nm, about two lattice constants, and the factors that depend on it as rough. A contact of area $A$ has $k_F^2A/4\pi$ channels, each of conductance $2e^2/h$. With $n=k_F^3/3\pi^2$, their resistance is

$$R_b=\frac{4\pi^2\hbar}{e^2k_F^2A}=\frac{4\rho\ell}{3A}.$$

For $A=2\pi a^2$ this is $4\ell/(3a)=6.2\%$ of $R$. If it added in series without noise of its own, the factor would be $1/1.062^2\approx0.89$. Series addition overstates the effect here, because $R_b$ is the resistance between two reservoirs and is reached for $a\ll\ell$. For a hemisphere with $a\approx21\ell$ facing an isotropically scattering half-space, the Boltzmann equation adds only about $0.72\ell/a=3.4\%$, a factor of about 0.94. If the channels are limited instead by the cross-section $\pi a^2$ of the filament or plug, $R_b$ doubles to 12.5% of $R$, and simple series addition gives a factor of 0.79.

**Correlated noise.** Let the correlation be Gaussian with standard deviation $\sigma$ along each axis and unchanged integrated strength. Points near a boundary lose the correlated neighbours that would lie outside the conductor. The loss equals that of a layer of thickness $h=\sigma/\sqrt{2\pi}$, the mean positive part of a Gaussian displacement. Weighted by $r^{-8}$, the curved boundary contributes $2\pi h/a^6$ and the flat one $\int_a^\infty2\pi r^{-7}dr\,h=2\pi h/(6a^6)$. Dividing their sum by the total $2\pi/(5a^5)$ gives a relative loss of $35h/(6a)$ to leading order. For $\sigma=\ell$ this is 11%. Monte Carlo integration without the expansion gives a factor of 0.90.

**Heating and nonlinearity.** The whole cell, at 0.1 V, dissipates 5 µW. Suppose that all this heat $P$ entered the TiN and only electrons carried it away. The Wiedemann–Franz relation gives their heat conductivity as $\kappa=\pi^2k_B^2T/(3e^2\rho)\approx7.3$ W/(m K). Heat spreads from the contact as current does, with $1/\kappa$ in place of $\rho$, so the hemispherical contact on a thick electrode would warm by $P/(2\pi\kappa a)\approx5$ K. This is not a bound for other geometries. A flat contact with uniform heat flux warms by $8P/(3\pi^2\kappa a)\approx9$ K on average, and by about 13 K if the electrode is a 30 nm film on a thermally insulating backing with the heat sink 200 nm away. The temperature inside the filament is not included. In a cube of side $\ell$, the local resistivity fluctuation is about 1% rms in the chosen band, which supports a first-order treatment.

A real contact may be closer to a flat disc than to a hemisphere, which by the estimates above raises $S_R/R^2$ by a factor of roughly two to four. A filament much more resistive than the TiN is also not equipotential. In the limit of uniform injected current density the $d^{-1/2}$ edge singularity is absent, the $J^4$ integral converges, and $V_{\rm eff}\approx8\,a^3$, a factor of 3.9. The 200 nm return distance is also generous: an electrode a few tens of nanometres thick would force the current sideways if it lies on an insulator, or pass it straight down if it lies on a much better conductor, and the concentric formula would describe neither case. For uniform injection into a 30 nm film, $V_{\rm eff}$ is about $15\,a^3$ on an insulator with the return at 200 nm and about $4.5\,a^3$ on a good conductor, against $8\,a^3$ for the half-space. Film resistivity depends strongly on deposition, and $\alpha$ is the least certain input; the predicted noise is proportional to it. Grain boundaries can concentrate the noise sources and violate the assumption of uniform strength.

The result also concerns the electrode alone. The assumed cell has a resistance of $0.1\ {\rm V}/50\ \mu{\rm A}=2000\ \Omega$, so the electrode's relative noise enters that of the cell with weight $(7.96/2000)^2=1.6\times10^{-5}$. Noise in the filament or storage layer must be added separately and is not predicted here. The values of the main worked example are in the numerical output.

## Calculated quantities

```
TESTS
V_eff/a^3 by quadrature: 31.415927
10 pi: 31.415927
Network return radius b/a: 5.0
Network V_eff/a^3: 20.1319
Formula V_eff/a^3 at this b: 20.1126
Nonlinear error ratio on doubling change: 3.994
INPUTS (rough round TiN values)
Contact radius: 20.0 nm
Resistivity: 100.0 microohm cm
Carrier density: 5.00e+22 cm^-3
Hooge parameter: 1.0e-03
Temperature: 300.0 K
Read current: 50.0 microA
Whole-cell voltage: 0.10 V
Noise band: 0.1 to 10.0 Hz
RESULTS
Spreading resistance: 7.958 ohm
Effective volume: 2.5133e+05 nm^3
Effective volume: 2.5133e-16 cm^3
Carriers in effective volume: 1.257e+07
S_R/R^2 at 1 Hz: 7.958e-11 Hz^-1
Relative rms resistance noise in band: 1.914e-05
Rms resistance noise: 1.523e-04 ohm
Voltage across spreading region: 0.398 mV
Flicker voltage noise at 1 Hz: 1.260e-17 V^2/Hz
Thermal voltage noise: 1.318e-19 V^2/Hz
Flicker-thermal corner: 95.6 Hz
Half-noise radius: 22.97 nm
Half-resistance radius: 40.00 nm
NEGLECTED EFFECTS (noise factors multiply S_R/R^2)
Return electrode radius: 200.0 nm
Finite-return noise factor: 1.235
Free-electron mean free path: 0.936 nm
Ballistic/spreading resistance: 0.0624
Ballistic noise factor: 0.886
Correlated-noise factor, width = path: 0.901
Flat-disc V_eff/a^3, edge cutoff = path: 10.09
Flat-disc noise factor: 3.12
Electronic heat conductivity: 7.33 W/(m K)
Cell power: 5.00 microW
Contact temperature rise, all power into TiN: 5.43 K
Local relative rms in cube of side path: 1.059e-02
Whole-cell resistance: 2000.0 ohm
Weight of spreading noise in cell: 1.583e-05
```
